# Buckling stress of a compressed film over a debonded strip: test program

```python
"""Buckling of a compressed film debonded over a long strip |x| < b.

Result under test: the clamped strip first admits a deflection uniform
along its length at the compressive stress
    sigma_c = pi^2 E h^2 / (12 (1 - nu^2) b^2).
E: Young modulus, nu: Poisson ratio, h: film thickness, b: half-width,
D = E h^3 / (12 (1 - nu^2)): bending stiffness, r: ratio of the stress
along the strip to the stress across it, k: wavenumber along the strip.
Scaled calculations use x/b as coordinate and D/b^2 as unit of load
(force per length). Compression is counted positive.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Legendre, Polynomial
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar

nodes, weights = np.polynomial.legendre.leggauss(60)


def make_basis(edge_power, degrees, norm_derivative):
    """Polynomials (1-x^2)^edge_power P_n, scaled to unit derivative norm."""
    edge = Polynomial([1.0, 0.0, -1.0]) ** edge_power
    result = []
    for n in degrees:
        p = edge * Legendre.basis(n).convert(kind=Polynomial)
        size = np.sum(weights * p.deriv(norm_derivative)(nodes) ** 2)
        result.append(p / np.sqrt(size))
    return result


def table(basis, order):
    """Values of a derivative of each basis function at the nodes."""
    if order == 0:
        return np.array([p(nodes) for p in basis])
    return np.array([p.deriv(order)(nodes) for p in basis])


def overlap(left, right):
    return (left * weights) @ right.T


# ---- Bending stiffness from three-dimensional Hooke's law
E_s, nu_s, h_s, curv, z, sx, sy = sp.symbols("E nu h curv z sx sy")
hooke = sp.solve([(sx - nu_s * sy) / E_s + z * curv,
                  (sy - nu_s * sx) / E_s], [sx, sy], dict=True)[0]
moment = sp.integrate(-z * hooke[sx], (z, -h_s / 2, h_s / 2))
stiffness_formula = E_s * h_s**3 / (12 * (1 - nu_s**2))
assert sp.simplify(moment / curv - stiffness_formula) == 0

# ---- Example inputs (rough values for a hard carbon coating), SI units
E = 200e9
nu = 0.25
h = 200e-9
b = 5e-6
film_stress = 1e9
edge_length = 1.0 * h      # assumed edge rotation = edge_length * M / D
E_bar = E / (1 - nu**2)
D = float(stiffness_formula.subs({E_s: E, nu_s: nu, h_s: h}))
sigma_c = np.pi**2 * E * h**2 / (12 * (1 - nu**2) * b**2)

# ---- Linear buckling of the clamped strip from the full plate energy
clamped = make_basis(2, range(14), 2)
f0, f1, f2 = (table(clamped, order) for order in range(3))
K, G, M = overlap(f2, f2), overlap(f1, f1), overlap(f0, f0)
C = overlap(f0, f2)


def ritz_loads(k, r, poisson=nu):
    """Scaled buckling loads for deflections f(x) cos(k y)."""
    bending = K + k**4 * M - k**2 * (C + C.T)
    bending = bending + (1 - poisson) * k**2 * (C + C.T + 2 * G)
    bending = (bending + bending.T) / 2
    return eigh(bending, G + r * k**2 * M, eigvals_only=True)


straight = ritz_loads(0.0, 1.0)
odd_root = brentq(lambda q: np.sin(q) - q * np.cos(q), 4.0, 4.7)
assert abs(straight[0] * D / (h * b**2) / sigma_c - 1) < 1e-8
assert abs(straight[1] / odd_root**2 - 1) < 1e-7

# ---- Deflections that vary along the strip
scan = np.linspace(0.05, 6.0, 120)
for ratio in (0.0, nu, 0.5, 0.65):
    assert min(ritz_loads(k, ratio)[0] for k in scan) > np.pi**2
small_k = 0.05
limit_ratio = brentq(
    lambda r: ritz_loads(small_k, r)[0] - np.pi**2, 0.3, 1.0)
assert abs(limit_ratio - 2 / 3) < 2e-3
for ratio in (0.2, 1.0):
    change = (ritz_loads(small_k, ratio)[0] / np.pi**2 - 1) / small_k**2
    assert abs(change - (2 - 3 * ratio) / np.pi**2) < 2e-3


def corrugated_load(k):
    """Equal biaxial load from the characteristic equation."""
    q = brentq(lambda t: t * np.sin(t) + k * np.tanh(k) * np.cos(t),
               np.pi / 2, np.pi)
    return q**2 + k**2


for k in (0.4, 1.2, 2.5):
    for poisson in (0.0, 0.4):
        ritz = ritz_loads(k, 1.0, poisson)[0]
        assert abs(ritz / corrugated_load(k) - 1) < 1e-7
best = minimize_scalar(corrugated_load, bounds=(0.2, 3.0),
                       method="bounded", options={"xatol": 1e-8})
corrugated_factor = best.fun / np.pi**2
wavelength = 2 * np.pi * b / best.x
assert corrugated_factor < 1
ritz_minimum = min(ritz_loads(k, 1.0)[0] for k in scan)
assert abs(ritz_minimum / best.fun - 1) < 1e-3

# ---- Edge rotation and transverse shear
hinged = make_basis(1, range(14), 1)
g0, g1, g2 = (table(hinged, order) for order in range(3))
slope_right = np.array([p.deriv()(1.0) for p in hinged])
slope_left = np.array([p.deriv()(-1.0) for p in hinged])
spring = b / edge_length
soft_energy = overlap(g2, g2) + spring * (
    np.outer(slope_right, slope_right) + np.outer(slope_left, slope_left))
soft_ritz = eigh(soft_energy, overlap(g1, g1), eigvals_only=True)[0]
soft_root = brentq(lambda q: np.sin(q) + q * np.cos(q) / spring,
                   np.pi / 2, np.pi)
assert abs(soft_ritz / soft_root**2 - 1) < 1e-7
soft_factor = soft_root**2 / np.pi**2

shear_modulus = E / (2 * (1 + nu))
shear = 5 / 6 * shear_modulus * h * b**2 / D


def shear_ritz(S):
    """Load with independent deflection and rotation fields."""
    slope, cross, mass = overlap(g1, g1), overlap(g1, g0), overlap(g0, g0)
    energy = np.block([[S * slope, -S * cross],
                       [-S * cross.T, slope + S * mass]])
    work = np.zeros_like(energy)
    work[:len(hinged), :len(hinged)] = slope
    return 1 / eigh(work, energy, eigvals_only=True)[-1]


for S in (50.0, shear):
    assert abs(shear_ritz(S) / (np.pi**2 / (1 + np.pi**2 / S)) - 1) < 1e-6
shear_factor = 1 / (1 + np.pi**2 / shear)

# ---- Pressure on an otherwise unstressed film over an evacuated gap
pressure_shape = np.linalg.solve(K, f0 @ weights)
center = np.array([p(0.0) for p in clamped])
assert abs(pressure_shape @ center - 1 / 24) < 1e-9
pressure_deflection = constants.atm * b**4 / (24 * D)

# ---- Finite deflection: minimize over in-plane and normal displacement
normal = make_basis(2, range(0, 12, 2), 2)
inplane = make_basis(1, range(1, 15, 2), 1)
n1, n2 = table(normal, 1), table(normal, 2)
u1 = table(inplane, 1)
normal_center = np.array([p(0.0) for p in normal])
curvature_center = np.array([p.deriv(2)(0.0) for p in normal])
count = len(normal)


def relaxed_state(load):
    """Minimum for load = stress*b^2/(E_bar*h^2); w in h, u in h^2/b."""
    def energy_and_gradient(v):
        slope, curvature = v[:count] @ n1, v[:count] @ n2
        strain = v[count:] @ u1 + slope**2 / 2
        density = curvature**2 / 24 + strain**2 / 2 - load * strain
        tension = strain - load
        grad_w = n2 @ (weights * curvature) / 12
        grad_w = grad_w + n1 @ (weights * tension * slope)
        grad_u = u1 @ (weights * tension)
        return weights @ density, np.concatenate([grad_w, grad_u])

    start = np.zeros(count + len(inplane))
    start[0] = 5.0 * np.sign(normal_center[0])
    found = minimize(energy_and_gradient, start, jac=True, method="BFGS",
                     options={"gtol": 1e-9, "maxiter": 3000})
    assert np.max(np.abs(found.jac)) < 1e-5
    v = found.x
    strain = v[count:] @ u1 + (v[:count] @ n1) ** 2 / 2
    left_over = load - weights @ strain / 2
    return (abs(v[:count] @ normal_center), found.fun, left_over,
            abs(v[:count] @ curvature_center))


load_c = sigma_c * b**2 / (E_bar * h**2)
load = film_stress * b**2 / (E_bar * h**2)
flat = relaxed_state(0.9 * load_c)
assert flat[0] < 1e-3 and abs(flat[1]) < 1e-6
height = h * np.sqrt(4 / 3 * (film_stress / sigma_c - 1))
max_slope = np.pi * height / (2 * b)
bending_stress = E_bar * h * np.pi**2 * height / (4 * b**2)
peak_tension = bending_stress - sigma_c
buckled = relaxed_state(load)
assert abs(buckled[0] * h / height - 1) < 1e-4
assert abs(buckled[2] / load_c - 1) < 1e-4
numeric_bending = E_bar * h / 2 * buckled[3] * h / b**2
assert abs(numeric_bending / bending_stress - 1) < 1e-3
slope_check = max(abs(np.gradient(
    height / 2 * (1 + np.cos(np.pi * np.linspace(-1, 1, 4001))),
    b * 2 / 4000)))
assert abs(slope_check / max_slope - 1) < 1e-4


def strip_energy(half_width):
    """Relaxed energy per unit length of strip, in J/m."""
    scaled = film_stress * half_width**2 / (E_bar * h**2)
    return E_bar * h**5 / half_width**3 * relaxed_state(scaled)[1]


energy_formula = -b * h * (film_stress - sigma_c) ** 2 / E_bar
assert abs(strip_energy(b) / energy_formula - 1) < 1e-5
step = 0.01 * b
release_numeric = -(strip_energy(b + step) - strip_energy(b - step)) / (
    4 * step)
release = h / (2 * E_bar) * (film_stress - sigma_c) * (
    film_stress + 3 * sigma_c)
assert abs(release_numeric / release - 1) < 1e-3

# ---- Half-width at which the given film stress is the straight threshold
b_critical = np.pi * h * np.sqrt(E_bar / (12 * film_stress))
assert abs(straight[0] * D / (h * b_critical**2) / film_stress - 1) < 1e-8

# ---- Numbers for the text
print(f"Young modulus E: {E / 1e9:.0f} GPa")
print(f"Poisson ratio: {nu:.2f} (no unit)")
print(f"Film thickness h: {h * 1e9:.0f} nm")
print(f"Debond half-width b: {b * 1e6:.1f} um")
print(f"Biaxial film compression: {film_stress / 1e9:.2f} GPa")
print(f"Plane-strain modulus: {E_bar / 1e9:.1f} GPa")
print(f"Bending stiffness D: {D:.4e} J")
print(f"Ritz load, straight mode: {straight[0]:.6f} D/b^2")
print(f"pi squared: {np.pi**2:.6f} (no unit)")
print(f"Ritz load, first odd mode: {straight[1]:.4f} D/b^2")
print(f"First odd root q*b: {odd_root:.4f} (no unit)")
print(f"Straight buckling stress: {sigma_c / 1e6:.1f} MPa")
print(f"Straight buckling stress: {sigma_c / 1e9:.4f} GPa")
print(f"Buckling strain sigma_c/E_bar: {100 * sigma_c / E_bar:.3f} %")
print(f"Film stress / sigma_c: {film_stress / sigma_c:.3f} (no unit)")
print(f"Critical half-width at film stress: {b_critical * 1e6:.3f} um")
print(f"Limit of stress ratio r, numeric: {limit_ratio:.4f} (no unit)")
print(f"Corrugated/straight threshold, r=1: {corrugated_factor:.4f}")
print(f"Corrugated threshold: {corrugated_factor * sigma_c / 1e6:.1f} MPa")
print(f"Corrugation k*b: {best.x:.3f} (no unit)")
print(f"Corrugation wavelength: {wavelength * 1e6:.2f} um")
print(f"Assumed edge compliance length: {edge_length * 1e9:.0f} nm")
print(f"Threshold factor, edge rotation: {soft_factor:.4f}")
print(f"Threshold with edge rotation: {soft_factor * sigma_c / 1e6:.1f} MPa")
print(f"Threshold factor, transverse shear: {shear_factor:.5f}")
print(f"Atmospheric pressure: {constants.atm / 1e3:.1f} kPa")
print(f"Pressure deflection, no stress: {pressure_deflection * 1e9:.1f} nm")
print(f"Straight buckle height, formula: {height * 1e9:.1f} nm")
print(f"Straight buckle height, minimized: {buckled[0] * h * 1e9:.1f} nm")
left_stress = buckled[2] * E_bar * h**2 / b**2
print(f"Remaining compression, minimized: {left_stress / 1e6:.1f} MPa")
print(f"Largest slope of buckle: {max_slope:.4f} (no unit)")
print(f"Surface bending stress: {bending_stress / 1e9:.3f} GPa")
print(f"Peak surface tension: {peak_tension / 1e9:.3f} GPa")
print(f"Energy release rate, formula: {release:.4f} J/m^2")
print(f"Energy release rate, numeric: {release_numeric:.4f} J/m^2")
print("finished without a failed check")
```

It prints:

```
Young modulus E: 200 GPa
Poisson ratio: 0.25 (no unit)
Film thickness h: 200 nm
Debond half-width b: 5.0 um
Biaxial film compression: 1.00 GPa
Plane-strain modulus: 213.3 GPa
Bending stiffness D: 1.4222e-10 J
Ritz load, straight mode: 9.869604 D/b^2
pi squared: 9.869604 (no unit)
Ritz load, first odd mode: 20.1907 D/b^2
First odd root q*b: 4.4934 (no unit)
Straight buckling stress: 280.7 MPa
Straight buckling stress: 0.2807 GPa
Buckling strain sigma_c/E_bar: 0.132 %
Film stress / sigma_c: 3.562 (no unit)
Critical half-width at film stress: 2.649 um
Limit of stress ratio r, numeric: 0.6669 (no unit)
Corrugated/straight threshold, r=1: 0.9393
Corrugated threshold: 263.7 MPa
Corrugation k*b: 1.200 (no unit)
Corrugation wavelength: 26.19 um
Assumed edge compliance length: 200 nm
Threshold factor, edge rotation: 0.9249
Threshold with edge rotation: 259.7 MPa
Threshold factor, transverse shear: 0.99581
Atmospheric pressure: 101.3 kPa
Pressure deflection, no stress: 18.6 nm
Straight buckle height, formula: 369.7 nm
Straight buckle height, minimized: 369.7 nm
Remaining compression, minimized: 280.7 MPa
Largest slope of buckle: 0.1161 (no unit)
Surface bending stress: 1.557 GPa
Peak surface tension: 1.276 GPa
Energy release rate, formula: 0.6211 J/m^2
Energy release rate, numeric: 0.6211 J/m^2
finished without a failed check
```
